# Relativistic 1s Level of One Electron on Coalesced Germanium Nuclei

## Problem

Two germanium nuclei, each of charge number 32, are brought together until one electron sees them as a single charge \(Z=64\). This is the united-atom limit used in discussing electronic levels during close atomic collisions. Treat the charge as a fixed point and ignore all other electrons.

1. Estimate by scaling how much relativity changes the 1s energy.
2. Solve the Schrödinger and Dirac equations for that level and find the difference.
3. Compare the estimate with the solution, and decide whether a germanium implantation collision reaches this limit.

The repulsion between the nuclei diverges as their separation goes to zero. It is left out here: the quantity sought is an electronic level, not the whole interatomic potential.

Rydberg atomic units are used: \(\hbar=1\), \(m=1/2\), \(e^2=2\). Lengths are in bohr and energies in rydberg (Ry). With \(\alpha=1/137.036\),

\[
c=\frac{2}{\alpha},\qquad mc=\frac1\alpha,\qquad mc^2=\frac{2}{\alpha^2}=37557.7\ \text{Ry},\qquad V=-\frac{2Z}{r}.
\]

Energies are measured from the electron's rest energy.

## First estimate by scaling

An electron confined within a radius \(r\) has a momentum of about \(1/r\). Its nonrelativistic energy is then roughly

\[
E(p)=p^2-2Zp ,
\]

because \(p^2/2m=p^2\). Setting the derivative to zero gives \(p=Z\) and \(E=-Z^2\). The speed is \(p/m=2Z\), so \(v/c=Z\alpha=0.467\), and relativity cannot be neglected.

The first correction to the kinetic energy follows from

\[
\sqrt{p^2c^2+m^2c^4}-mc^2=\frac{p^2}{2m}-\frac{p^4}{8m^3c^2}+\cdots .
\]

Here \(8m^3=1\) and \(c^2=4/\alpha^2\). At the single momentum \(p=Z\) the correction is

\[
\Delta E_{\rm est}=-\frac{\alpha^2Z^4}{4}=-223.4\ \text{Ry}.
\]

The estimate ignores spin and replaces the spread of momenta by one value. Its coefficient therefore needs the full solution for support.

## Exact solution

### Schrödinger level

For an s state write \(\psi\propto u/r\), so that \(-u''-(2Z/r)u=Eu\). Try \(u=re^{-\lambda r}\). Two derivatives give \(u''=(\lambda^2r-2\lambda)e^{-\lambda r}\), and hence

\[
2\lambda-\lambda^2r-2Z=Er .
\]

The constant terms require \(\lambda=Z\); the terms in \(r\) give

\[
E_S=-Z^2=-4096\ \text{Ry}.
\]

The function has no node for \(r>0\), so it is the lowest s state. The positive centrifugal energy puts states of higher angular momentum above it.

### Radial Dirac equations

Let \(\varphi\) and \(\eta\) be the upper and lower two-component parts of the Dirac wavefunction. With the rest energy removed,

\[
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\eta=(\varepsilon-V)\varphi,\qquad
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi=(\varepsilon+2mc^2-V)\eta .
\]

Write \(\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}\). The product rule for Pauli matrices gives \(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=-i\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r\). Since \(\sigma_r^2=1\),

\[
\boldsymbol\sigma\!\cdot\!\mathbf p=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).
\]

Choose angular spinors \(\Omega_\kappa\) with \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa\). Then \(\kappa=-(l+1)\) for \(j=l+\tfrac12\), and \(\kappa=l\) for \(j=l-\tfrac12\). The operator \(\sigma_r\) preserves \(j\) but reverses parity, so it changes \(\kappa\) to \(-\kappa\). Put

\[
\varphi=\frac{G}{r}\Omega_\kappa,\qquad \eta=-i\frac{F}{r}\sigma_r\Omega_\kappa .
\]

Using \(2mc^2=c^2\), the two equations become

\[
G'+\frac{\kappa}{r}G=\frac{\varepsilon+c^2-V}{c}F,\qquad
F'-\frac{\kappa}{r}F=-\frac{\varepsilon-V}{c}G .
\]

The 1s state has \(l=0\), \(j=\tfrac12\), and therefore \(\kappa=-1\). Keeping \(\kappa\) general for the moment will show that this state is the lowest bound one.

### Behaviour near the nucleus and at large distance

Set

\[
G=r^\gamma e^{-\lambda r}\sum_k a_kr^k,\qquad
F=r^\gamma e^{-\lambda r}\sum_k b_kr^k,\qquad
W=\frac{\varepsilon+c^2}{c}.
\]

Since \(2Z/c=Z\alpha\), matching each power of \(r\) gives

\[
(\gamma+k+\kappa)a_k-\lambda a_{k-1}=Wb_{k-1}+Z\alpha b_k,
\]
\[
(\gamma+k-\kappa)b_k-\lambda b_{k-1}=-\frac{\varepsilon}{c}a_{k-1}-Z\alpha a_k .
\]

At \(k=0\) the terms with index \(k-1\) are absent. Thus \((\gamma+\kappa)a_0=Z\alpha b_0\) and \((\gamma-\kappa)b_0=-Z\alpha a_0\). Multiplying these equations gives

\[
\gamma=\gamma_\kappa=\sqrt{\kappa^2-Z^2\alpha^2}.
\]

The negative root is not square-integrable at the origin if \(\gamma_\kappa>1/2\). For \(|\kappa|=1\) this means \(Z\alpha<\sqrt3/2\), which holds here. Beyond that value a point charge needs an additional condition at the origin.

For decay at large \(r\), take \(\lambda>0\) with \(\lambda^2=-W\varepsilon/c\). At large \(k\), the recursion multiplies the pair \((a,b)\) by a matrix with eigenvalues \(2\lambda/k\) and zero. An endless series would grow as \(e^{2\lambda r}\) and overwhelm the factor \(e^{-\lambda r}\). The series must end at some \(k=N\).

### Energy

The equations for \(k=N+1\) give \(b_N=-\lambda a_N/W\). At \(k=N\), multiply the first recursion by \(\lambda\) and the second by \(W\). The terms with index \(N-1\) are then the same in both, because \(-W\varepsilon/c=\lambda^2\). Equating what remains gives

\[
\lambda(\gamma_\kappa+N+\kappa)a_N-\lambda Z\alpha b_N
=W(\gamma_\kappa+N-\kappa)b_N+WZ\alpha a_N .
\]

Insert \(b_N\), divide by \(a_N\), and use \(\lambda^2/W=-\varepsilon/c\). The terms in \(\kappa\) cancel:

\[
2\lambda(\gamma_\kappa+N)=Z\alpha\left(W+\frac{\varepsilon}{c}\right)
=\frac{2Z\alpha}{c}(\varepsilon+mc^2).
\]

Let \(\mathcal E=\varepsilon+mc^2\), which must be positive because the left side is. Also \(\lambda^2=(m^2c^4-\mathcal E^2)/c^2\). Squaring the relation above and solving for \(\mathcal E\) gives

\[
\mathcal E=\frac{mc^2}{\sqrt{1+Z^2\alpha^2/(\gamma_\kappa+N)^2}} .
\]

This increases with \(\gamma_\kappa+N\), so the smallest value comes from \(N=0\), \(|\kappa|=1\). For \(N=0\), the ratio \(b_0/a_0=-\lambda/W\) is negative, whereas the equation at the origin makes it \((\gamma_\kappa+\kappa)/(Z\alpha)\). Hence \(\kappa=-1\), the 1s state. With \(\gamma=\sqrt{1-Z^2\alpha^2}\), the energy is \(\mathcal E=mc^2\gamma\), or

\[
E_D=-\frac{2}{\alpha^2}\left(1-\sqrt{1-Z^2\alpha^2}\right).
\]

For \(Z=64\), \(Z\alpha=0.467031\) and \(\gamma=0.884241\). Therefore

\[
E_D=-37557.7\,(1-0.884241)=-4347.6\ \text{Ry},
\]
\[
E_D-E_S=-4347.6+4096.0=-251.6\ \text{Ry}.
\]

| Quantity | Ry | hartree | keV |
|---|---:|---:|---:|
| Schrödinger 1s | −4096.0 | −2048.0 | −55.73 |
| Dirac 1s | −4347.6 | −2173.8 | −59.15 |
| Difference | −251.6 | −125.8 | −3.42 |

Relativity deepens the level by about 126 hartree, or 6.1% of the Schrödinger binding energy.

The wavefunction also contracts. For \(N=0\), \(F\) and \(G\) have the same radial form, so the radial density is proportional to \(r^{2\gamma}e^{-2\lambda r}\). The energy relation gives \(\lambda=Z\alpha mc=Z\). The mean radius is therefore \((2\gamma+1)/(2Z)\), or 1.14 pm, against 1.24 pm for the Schrödinger value \(3/(2Z)\).

## Comparing the estimate with the solution

Expand the square root in \(Z^2\alpha^2\):

\[
E_D-E_S=-\frac{\alpha^2Z^4}{4}-\frac{\alpha^4Z^6}{8}
-\frac{5\alpha^6Z^8}{64}-\cdots .
\]

The three displayed terms are −223.4, −24.4 and −3.3 Ry; the remainder is −0.6 Ry. The scaling estimate equals the leading term and falls short of the full shift by 11%. The sign does not depend on cutting off the series: for \(0<x<1\), squaring shows that \(\sqrt{1-x}<1-x/2\), and hence \(E_D<E_S\).

The coefficient \(1/4\) can be understood by eliminating the small component \(\eta\). To first order in \((\varepsilon-V)/(2mc^2)\), the correction to the energy is

\[
\delta E=-\frac{\alpha^2}{4}\left\langle
\boldsymbol\sigma\!\cdot\!\mathbf p\,(E_S-V)\,
\boldsymbol\sigma\!\cdot\!\mathbf p\right\rangle .
\]

For \(\psi\propto e^{-Zr}\), \(|\boldsymbol\sigma\cdot\mathbf p\,\psi|^2=Z^2|\psi|^2\) at every radius. Also \(\langle1/r\rangle=Z\), so

\[
\delta E=-\frac{\alpha^2Z^2}{4}\left(-Z^2+2Z\langle1/r\rangle\right)
=-\frac{\alpha^2Z^4}{4}.
\]

This is why one representative momentum gives the right leading coefficient. It does not mean that the ordinary \(p^4\) correction alone is sufficient. Since \(p^2\psi=(E_S-V)\psi\) and \(\langle1/r^2\rangle=2Z^2\),

\[
\langle p^4\rangle=\langle(E_S-V)^2\rangle
=Z^4-4Z^4+8Z^4=5Z^4 .
\]

The \(p^4\) term is thus −1116.8 Ry. In \(\delta E\), moving the first \(\boldsymbol\sigma\cdot\mathbf p\) to the right past \(E_S-V\) leaves the extra term \(i(\boldsymbol\sigma\cdot\nabla V)(\boldsymbol\sigma\cdot\mathbf p)\). For a real s function its spin-dependent part vanishes, and integration by parts gives the average \(\langle\nabla V\cdot\nabla\rangle=-\tfrac12\langle\nabla^2V\rangle\). Multiplied by \(-\alpha^2/4\), this is the Darwin term,

\[
\frac{\alpha^2}{8}\langle\nabla^2V\rangle
=\frac{\alpha^2}{8}(8\pi Z)|\psi(0)|^2=\alpha^2Z^4=893.4\ \text{Ry},
\]

where \(|\psi(0)|^2=Z^3/\pi\). The sum is −223.4 Ry. The single-momentum estimate succeeds at this order because its missing momentum spread and missing Darwin term compensate. The compensation is special to the 1s state: for 2s the same estimate with \(p=Z/2\) gives \(-\alpha^2Z^4/64\), while the energy formula gives \(-5\alpha^2Z^4/64\).

A second case shows the dependence on charge. For one isolated germanium nucleus, \(Z=32\), the same formulas give −1024.0 and −1038.4 Ry, a shift of −14.4 Ry. Doubling the charge multiplies the shift by 17.5, rather than the factor 16 of the leading law. Relativity therefore adds \(251.6-14.4=237.3\) Ry, before rounding, to the electronic energy gained between the separated and united limits.

## Does an implanted ion reach the united limit?

Consider a rough typical implantation energy of 100 keV, with a germanium ion striking a germanium atom at rest head-on. Equal masses leave half the beam energy for relative motion. Closest approach is reached when this half equals the repulsion. The Ziegler–Biersack–Littmark screened potential for neutral atoms gives 11.5 pm, about nine times the Schrödinger mean 1s radius of the united atom. The last digit depends on the fitted screening: the Molière and Kr–C forms give 11.1 and 11.4 pm. Unscreened nuclei would stop at 29.5 pm.

The nonrelativistic level at that separation was found by diagonalization in spheroidal coordinates, for one electron and two bare nuclei. It is −18.1 keV, far above the united value of −55.7 keV. At 3 MeV the closest approach is 0.89 pm and the level is −47.6 keV, still 8.1 keV above the limit. That gap exceeds the 3.4 keV relativistic shift. In this model the two become equal at 0.47 pm, which needs a head-on beam energy of about 6 MeV. At that energy the initial nuclear speed is about 3% of the electron's characteristic speed \(Z\alpha c\). These separations use the nonrelativistic rise; a Dirac electron lies closer to the centre and is raised more at the same small separation, so it would need a still closer approach: its rise at 0.47 pm is about 5.0 keV and falls to 3.4 keV only near 0.36 pm. At 11.5 pm the relativistic shift of the level is only about 0.2 keV, close to its value for a single germanium nucleus. The united level is thus a limiting value for ordinary implantation, not the level reached at 100 keV.

Other electrons are the largest omission at the united limit itself. To first order, the Coulomb repulsion of a second 1s electron raises the level by 1.09 keV with the Schrödinger density and 1.19 keV with the Dirac density. This repulsion alone reduces the relativistic deepening by 0.10 keV, or 3%. The magnetic interaction between the two electrons, also a relativistic effect, adds a further 0.10 keV to first order, so the two together reduce the deepening by about 6%. For a full neutral cloud, the Thomas–Fermi model gives an electron at the nucleus a repulsion energy of about 12 keV. This is an upper bound on the model's first-order rise of the 1s level, because the repulsion weakens away from the nucleus. Screening affects both levels; its effect on their difference is not calculated here.

The corrections that remain for a single electron are much smaller than the keV-scale screening energies. To first order, spreading the charge uniformly over a sphere of rough radius 6.3 fm raises the Dirac level by about 11 eV. This overstates the rise, because the electron density near the nucleus drops once the charge is spread; solving the Dirac equation for the sphere gives 9.4 eV. Nuclear recoil, estimated as \(Z^2\) times the electron-to-nuclear mass ratio, contributes about 0.2 eV. Radiative corrections have the scale \((\alpha/\pi)(Z\alpha)^4mc^2\), about 56 eV or 2 hartree, with a numerical factor not evaluated here. The 126 hartree shift therefore belongs to the point-charge, one-electron Dirac model; its last digit is not a prediction for a real atom.
